# Potential zero of stacked neutral cubes and the Ewald sum

## The question

A periodic calculation of a charged atom repeats the atom on a lattice and adds a uniform background that makes each cell neutral. The potential is then fixed only up to a constant. This question compares two ways of choosing it.

A point charge $q$ sits at the centre of a cube of side $L$ filled with uniform charge density $-q/L^3$. The potential of this single neutral cube, taken as zero at infinity, is $\phi_c(\mathbf r)$. Copies of the cube are placed at the simple cubic lattice vectors $\mathbf R$, so that they fill space, and their potentials are added:
$$S(\mathbf r)=\sum_{\mathbf R}\phi_c(\mathbf r-\mathbf R).$$
The Ewald potential $\phi_E(\mathbf r)$ is the periodic potential of the same total charge with zero average over a cell. Gaussian units are used, so $\nabla^2\phi=-4\pi\rho$. For a point charge the problem is purely electrostatic; quantum mechanics enters only in (e), through the size of a real ion.

## (a) Far field of one cube

**Find the leading power of $1/r$ in $\phi_c$ at large distance, and its coefficient on a cube axis.**

**Answer.** Let $a=\sqrt3L/2$ be the distance from the centre to a corner. For $r>a$ the multipole expansion is
$$\phi_c(\mathbf r)=\sum_{l=0}^{\infty}\frac{1}{r^{l+1}}\int\rho(\mathbf r')\,r'^{\,l}P_l(\hat{\mathbf r}\cdot\hat{\mathbf r}')\,d^3r'.$$

The $l=0$ term is the total charge, which is zero. For odd $l$, $P_l$ changes sign under $\mathbf r'\to-\mathbf r'$ while $\rho$ does not, so these terms vanish.

For $l=2$, let $I=\int\rho r'^2d^3r'$. Reflections of the cube remove $\int\rho x'y'\,d^3r'$ and its partners, and interchange of axes makes the three diagonal moments equal. Hence $\int\rho x_i'x_j'\,d^3r'=\delta_{ij}I/3$, and
$$\int\rho\,\frac{3(\hat{\mathbf r}\cdot\mathbf r')^2-r'^2}{2}\,d^3r'=\frac12\left(3\,\frac I3-I\right)=0.$$

The first term left is $l=4$. On the $x$ axis it needs
$$r'^4P_4=\frac{35x'^4-30x'^2r'^2+3r'^4}{8}.$$
Averages over the cube are $\langle x'^2\rangle=L^2/12$, $\langle x'^4\rangle=L^4/80$ and $\langle x'^2y'^2\rangle=(L^2/12)^2=L^4/144$. Therefore
$$\langle x'^2r'^2\rangle=L^4\left(\frac1{80}+\frac2{144}\right),\qquad
\langle r'^4\rangle=L^4\left(\frac3{80}+\frac6{144}\right).$$
Collecting the terms gives
$$\langle r'^4P_4\rangle=\frac{L^4}{8}\left(\frac{35-30+9}{80}+\frac{-60+18}{144}\right)
=\frac{L^4}{8}\left(\frac7{40}-\frac7{24}\right)=-\frac{7L^4}{480}.$$
The background has total charge $-q$, and the point charge at the origin contributes nothing to this moment. Thus, on an axis,
$$\phi_c\simeq+\frac{7qL^4}{480\,r^5}.$$
At $r=12L$ the computed value of $r^5\phi_c$ is $0.014573\,qL^4$, against the limit $7/480=0.014583$.

A bound in every direction is also needed. Since $|P_l|\le1$, $r'\le a$, and the absolute charge of a cube is $2|q|$,
$$|\phi_c|\le2|q|\sum_{l\ge4}\frac{a^l}{r^{l+1}}=\frac{2|q|a^4}{r^5(1-a/r)}\le\frac{4|q|a^4}{r^5}\qquad(r\ge2a).$$
Differentiating the expansion term by term shows that the gradient falls as $r^{-6}$.

## (b) The two potentials differ by a constant

**Show that $S$ does not depend on the order of summation, and that $S-\phi_E$ is the same at every point.**

**Answer.** The number of lattice points at distances between $nL$ and $(n+1)L$ grows as $n^2$, and each distant cube contributes at most a constant times $n^{-5}$. The sum of absolute values is therefore controlled by $\sum n^2n^{-5}=\sum n^{-3}$, which converges. So $S$ converges absolutely away from the lattice points, and its terms may be taken in any order. A shift of $\mathbf r$ by a lattice vector merely relabels the terms, so $S$ is periodic.

To find the source of $S$, consider a bounded region. Separate the finite block of cubes that covers it and its surroundings from the cubes farther away. In the region, each distant cube has a harmonic potential. The sum of these potentials converges uniformly there, by the bound in (a), and so is harmonic too. The near cubes fit together without gaps, and their backgrounds form the uniform density $-q/L^3$. Hence
$$\nabla^2S=-4\pi\left[q\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac q{L^3}\right].$$
This is also the equation for $\phi_E$.

Let $D=S-\phi_E$. The singular terms $q/|\mathbf r-\mathbf R|$ cancel, so $D$ extends smoothly through the lattice points and obeys $\nabla^2D=0$ everywhere. Being continuous and periodic, it reaches its maximum somewhere in a cell. A harmonic function with an interior maximum is constant, so $D$ is constant.

At a lattice point both potentials diverge. There the statement applies to the finite parts left after $q/|\mathbf r-\mathbf R|$ has been removed from each.

**Where the argument fails.** If the charge is off-centre, the cube has a dipole and its potential falls as $r^{-2}$. If the box has unequal sides, its second moments differ, the quadrupole survives, and the potential falls as $r^{-3}$. The test sums become $\sum n^0$ and $\sum n^{-1}$, which diverge. Absolute convergence is then lost, and an order of summation must be specified before $S$ has a meaning.

## (c) The constant

**Find $S-\phi_E$.**

**Answer.** Since $\phi_E$ has zero average, the constant equals the cell average of $S$. The singularity $q/r$ is integrable in three dimensions, and $\phi_c$ falls as $r^{-5}$, so $|\phi_c|$ has a finite integral over all space. Sum and integral may therefore be exchanged. The shifted cells join to cover all space once:
$$\langle S\rangle=\frac1{L^3}\sum_{\mathbf R}\int_{\rm cell}\phi_c(\mathbf r-\mathbf R)\,d^3r=\frac1{L^3}\int_{\rm all}\phi_c(\mathbf r)\,d^3r.$$

Apply Green's identity to $\phi_c$ and $r^2$ in a ball of radius $B$:
$$\int\left(\phi_c\nabla^2r^2-r^2\nabla^2\phi_c\right)d^3r=\oint\left(2r\,\phi_c-r^2\frac{\partial\phi_c}{\partial r}\right)dA.$$
On the surface, $\phi_c\sim B^{-5}$, $\partial\phi_c/\partial r\sim B^{-6}$ and the area is $4\pi B^2$. Both surface terms are of order $B^{-2}$ and vanish as $B\to\infty$. A small sphere of radius $\epsilon$ cut out around the point charge gives surface terms of order $\epsilon^2$, which also vanish.

With $\nabla^2r^2=6$ and $\nabla^2\phi_c=-4\pi\rho$,
$$6\int\phi_c\,d^3r=-4\pi\int\rho r^2\,d^3r,\qquad
\int\phi_c\,d^3r=-\frac{2\pi}{3}\int\rho r^2\,d^3r.$$
The point charge sits at $r=0$ and has no second moment. The background gives
$$\int\rho r^2\,d^3r=-q\langle r^2\rangle_{\rm cube}=-q\,\frac{3L^2}{12}=-\frac{qL^2}{4}.$$
The two minus signs combine to give $\int\phi_c\,d^3r=\pi qL^2/6$. Division by $L^3$ yields
$$\boxed{S(\mathbf r)-\phi_E(\mathbf r)=\frac{\pi q}{6L}}$$

For $q>0$ the stacked potential is the higher one at every point; for $q<0$ it is the lower one. The sign has a simple origin: the positive charge is concentrated at the centre and the negative charge lies farther out, so the integrated potential of a cube is positive. Direct integration of $\phi_c$ gives $0.523599\,qL^2$, in agreement with $\pi/6=0.5235988$.

## (d) Numbers for a point charge

**Write $\phi_E$ in a rapidly convergent form. For $q=e$ and $L=1$ nm, evaluate the offset and interpret the potential at the ion site.**

**Answer.** Add and subtract at each lattice point a Gaussian charge of density $q\eta^3\pi^{-3/2}e^{-\eta^2r^2}$. A point charge minus its Gaussian has potential $q\,\mathrm{erfc}(\eta r)/r$. The Gaussians, with the background, have a Fourier series without the $\mathbf G=0$ term. Hence
$$\phi_E=q\sum_{\mathbf R}\frac{\mathrm{erfc}(\eta|\mathbf r-\mathbf R|)}{|\mathbf r-\mathbf R|}+\frac{4\pi q}{L^3}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}\cos(\mathbf G\cdot\mathbf r)-C.$$
The Fourier part averages to zero, so $C$ must cancel the average of the first sum:
$$C=\frac{4\pi q}{L^3}\int_0^\infty r\,\mathrm{erfc}(\eta r)\,dr.$$
Integration by parts turns the integral into
$$\frac{\eta}{\sqrt\pi}\int_0^\infty r^2e^{-\eta^2r^2}dr=\frac{\eta}{\sqrt\pi}\,\frac{\sqrt\pi}{4\eta^3}=\frac1{4\eta^2},$$
so $C=\pi q/(\eta^2L^3)$.

A charge $e$ produces $1.43996$ V at a distance of 1 nm. The offset is therefore
$$0.5235988\times1.43996\ \mathrm V=0.754\ \mathrm V.$$
An electron has charge $-e$. Changing from the zero-average convention to the stacked-cube convention thus lowers each one-electron energy by $0.754$ eV, or $0.0277$ hartree. Differences between levels in the same cell do not change.

| Point | $\phi_E$ (V) | $S$ (V) |
|---|---:|---:|
| site, $e/r$ removed | −4.086 | −3.332 |
| face centre | −0.138 | 0.616 |
| corner | −1.155 | −0.401 |

The values of $S$ were extrapolated from blocks of 11, 19 and 29 cubes per side. At these and three further points, the difference from $\phi_E$ agreed with $\pi q/(6L)$ within $2\times10^{-6}\,q/L$.

At the site, the background of the home cube alone contributes $-2.3801\,q/L$, while the complete stacked sum is $-2.3137\,q/L$. The other neutral cubes therefore add only $0.0664\,q/L$. At the site, then, the stacked sum is close to the potential of one isolated neutral cube. This does not hold at every point: at a face centre two cubes contribute equally, and one cube alone gives only about half of $S$. Nor is the site value that of an isolated ion, because the background of the home cube alone contributes $-3.4$ V.

At the general point $\mathbf r=(0.13,-0.31,0.42)L$, finite blocks approach the limit from below. The difference $S-\phi_E$ is $0.7331$ V for one cube, $0.7537$ V for 11 cubes per side and $0.7539$ V for 29. Replacing the distant sum by an integral gives a remainder of order $\int n^{-5}n^2\,dn\sim n^{-2}$. For a ball of cubes, the $l=4$ angular average vanishes in this integral and removes the leading remainder. A ball of radius $12L$ indeed gives $0.75396$ V.

## (e) A real ion in the box

**Replace the point charge by a singly positive ion whose electron density has cubic symmetry. Find the new offset and apply it to Co$^+$ in vacuum boxes of side 1 nm and 2 nm.**

**Answer.** Let $e>0$, and let $M=\sum\langle r^2\rangle$ be the sum over all electrons, measured from the nucleus. The electron density must decay fast enough for the moments to exist; for a bound ion it falls exponentially. Cubic symmetry again removes the dipole and quadrupole, so the argument of (c) applies with
$$\int\rho r^2\,d^3r=-eM-\frac{eL^2}{4}.$$
Multiplication by $-2\pi/(3L^3)$ gives
$$\langle S\rangle=\frac{\pi e}{6L}+\frac{2\pi eM}{3L^3}.$$
Here $S$ is compared with the zero-average potential of the extended ions, not with that of point charges.

The additional term has a clear meaning. Outside the electron cloud, a cubic ion differs from a point charge only by multipoles with $l\ge4$, so $S$ changes little there. Near the nucleus, however, the less complete screening raises the potential. Restoring a zero average then requires a larger constant to be subtracted throughout the cell.

For Co$^+$ take the $3d^8$ configuration with all five spin-up $d$ orbitals and the three spin-down $t_{2g}$ orbitals ($xy$, $yz$, $xz$) occupied. Each of these sets is complete under the cubic operations, so the density is cubic. Unrestricted Hartree–Fock in the def2-TZVP basis without its $f$ functions gives $M=19.67$ bohr$^2=0.0551$ nm$^2$. At $L=1$ nm the finite-size term is
$$\frac{2\pi}{3}\times1.43996\times0.0551\ \mathrm V=0.166\ \mathrm V,$$
and the total offset is $0.754+0.166=0.920$ V.

With $M$ held fixed, doubling $L$ halves the first term and divides the second by eight. At 2 nm they are $0.377$ V and $0.021$ V. The point-charge formula is therefore the large-box limit, but its own value decays slowly, as $1/L$.

At 1 nm the finite size of the ion is not negligible: it raises the offset by about 22% of the point-charge value. Replacing Hartree–Fock by the PBE functional, with basis and occupations unchanged, gives $M=20.91$ bohr$^2$ and a finite-size term of $0.177$ V. The change of about $0.01$ V shows the dependence on method; it is not an error bound. The dependence on basis is smaller: in the def2-QZVPP basis with its $f$ but not its $g$ functions, and with diffuse $s$, $p$ and $d$ functions added, $M$ falls by about $0.04$ bohr$^2$ in Hartree–Fock and $0.03$ bohr$^2$ with PBE. This lowers each finite-size term by about $0.3$ mV or less.

The ion also responds to its periodic surroundings. Near the nucleus the background adds a potential $2\pi er^2/(3L^3)$, whose Laplacian is the required $4\pi e/L^3$. An electron's energy in it is $-2\pi e^2r^2/(3L^3)$, which draws the cloud outward. In Hartree–Fock at 1 nm, the resulting increase in $M$ adds $0.17$ mV ($0.18$ mV in the def2-QZVPP basis with diffuse functions but without $f$ and $g$ functions), far less than the finite-size term itself. All these values omit relativity and the weaker $l=4$ field of the lattice; $f$ functions enter only in the basis comparison for $M$.

The offset is a relation between two choices of potential zero, not a measurable property of Co$^+$. It is needed when potentials or one-electron energies obtained with these two conventions in the same box are compared. It does not by itself put boxes of different size on one scale: for a point charge, the site value of $S$ is $-3.332$ V at 1 nm but $-1.666$ V at 2 nm.

## Computed results

```
Charge q: 1 e; box side L: 1.0 nm
Potential of charge e at 1 nm: 1.43996 V
Offset pi q/(6L): 0.75396 V
Same offset as electron energy: -0.75396 eV
Same electron energy: -0.027708 hartree
pi/6: 0.5235988 (pure number)
Integral of one cube potential: 0.523599 q L^2
Axis far-field coefficient at 12 L: 0.014573 q L^4
Limit 7/480: 0.014583 q L^4
Background of one cube at centre: -2.380077 q/L
Potentials in V: zero-mean, summed cubes, difference
  site, e/r removed: -4.08561, -3.33164, 0.75396
  quarter point: -0.28869, 0.46527, 0.75396
  face centre: -0.13814, 0.61582, 0.75396
  edge centre: -0.83881, -0.08485, 0.75396
  corner: -1.15476, -0.40080, 0.75396
  general point: -0.64723, 0.10673, 0.75396
Site value, zero-mean: -2.837297 q/L
Site value, summed cubes: -2.313699 q/L
General point, finite blocks of cubes: sum minus zero-mean
  1 cubes per side: 0.73309 V
  3 cubes per side: 0.74987 V
  5 cubes per side: 0.75249 V
  11 cubes per side: 0.75366 V
  29 cubes per side: 0.75392 V
  ball of radius 12 L: 0.75396 V
Co+ second moment M, UHF: 19.6677 bohr^2
Co+ second moment M, UHF: 0.05508 nm^2
Co+ second moment M, PBE: 20.9091 bohr^2
Finite-size addition, UHF, 1 nm: 0.16610 V
Finite-size addition, PBE, 1 nm: 0.17658 V
Offset with UHF ion, 1 nm: 0.92006 V
Added by ion response to background: 0.1728 mV
Point-charge offset, 2 nm: 0.37698 V
Finite-size addition, UHF, 2 nm: 0.02076 V
```
